# Why equal room-temperature expansion coefficients can leave cooling stress: test program

```python
"""
Result under test: a film bonded stress-free at T_bond to a thick substrate and
cooled to T_room carries the stress
    sigma = M * integral_{T_room}^{T_bond} (alpha_film - alpha_sub) dT,
which can be finite although alpha_film(T_room) = alpha_sub(T_room).
alpha = d ln(length)/dT, M = E/(1 - nu) is the biaxial modulus of the film,
and tension is positive. Expansion follows the Einstein-Grueneisen model:
    alpha(T) = A x^2 exp(x)/(exp(x)-1)^2,  x = theta/T.
Film values are rough, in the regime of magnesium aluminate spinel; the
substrate is hypothetical. Units inside: K, Pa, m.
"""
import numpy as np
from scipy.integrate import quad

T_room, T_bond = 300.0, 1000.0
theta_film, theta_sub = 700.0, 500.0
alpha_room = 6.0e-6
E_film, nu_film = 270e9, 0.27
M_sub = 300e9
h_film, h_sub = 200e-9, 0.5e-3


def einstein_shape(T, theta):
    x = theta / T
    return x**2 * np.exp(x) / np.expm1(x)**2


def einstein_integral(T_low, T_high, theta):
    return theta / np.expm1(theta / T_high) - theta / np.expm1(theta / T_low)


A_film = alpha_room / einstein_shape(T_room, theta_film)
A_sub = alpha_room / einstein_shape(T_room, theta_sub)


def alpha_film(T):
    return A_film * einstein_shape(T, theta_film)


def alpha_sub(T):
    return A_sub * einstein_shape(T, theta_sub)


def mismatch(T, T_free=T_bond, amp_sub=A_sub):
    """Elastic film strain at T after cooling from T_free (closed form)."""
    return (A_film * einstein_integral(T, T_free, theta_film)
            - amp_sub * einstein_integral(T, T_free, theta_sub))


M_film = E_film / (1 - nu_film)
strain = mismatch(T_room)
stress = M_film * strain

# Strain: quadrature, and explicit stepwise contraction of two free lengths
strain_quad = quad(lambda T: alpha_film(T) - alpha_sub(T), T_room, T_bond,
                   epsabs=1e-14)[0]
assert abs(strain_quad - strain) < 1e-11
n_steps = 7000
dT = (T_bond - T_room) / n_steps
T_mid = T_bond - (np.arange(n_steps) + 0.5) * dT


def contracted_length(alpha_values):
    # each step maps length by the second-order accurate midpoint ratio
    half = 0.5 * alpha_values * dT
    return np.prod((1 - half) / (1 + half))


free_film = contracted_length(alpha_film(T_mid))
free_sub = contracted_length(alpha_sub(T_mid))
stretch = free_sub / free_film
assert abs(np.log(stretch) - strain) < 1e-9
assert strain > 1e-4


# Biaxial modulus from the stiffness tensor and a traction-free surface
def biaxial_modulus(c11, c12, c44, normal):
    n = np.array(normal, float)
    n /= np.linalg.norm(n)
    unit, nn = np.eye(3), np.outer(n, n)

    def hooke(e):
        return (c12 * np.trace(e) * unit + 2 * c44 * e
                + (c11 - c12 - 2 * c44) * np.diag(np.diag(e)))

    s_plane, s_normal = hooke(unit - nn), hooke(nn)
    e_normal = -(n @ s_plane @ n) / (n @ s_normal @ n)
    total = s_plane + e_normal * s_normal
    assert np.linalg.norm(total @ n) < 1e-9 * np.linalg.norm(total)
    return np.trace(total) / 2


lame = E_film * nu_film / ((1 + nu_film) * (1 - 2 * nu_film))
shear = E_film / (2 * (1 + nu_film))
M_tensor = biaxial_modulus(lame + 2 * shear, lame, shear, (1, 2, 3))
assert abs(M_tensor / M_film - 1) < 1e-10

# Finite bilayer: minimize elastic energy over mid-plane strain and bending
ratio = h_film / h_sub
nodes, weights = np.polynomial.legendre.leggauss(4)
z_sub, w_sub = nodes / 2, weights / 2
z_film, w_film = 0.5 + ratio * (nodes + 1) / 2, weights * ratio / 2
z_all = np.concatenate([z_sub, z_film])
w_all = np.concatenate([M_sub * w_sub, M_film * w_film])
own_strain = np.concatenate([np.zeros(4), -strain * np.ones(4)])
basis = np.column_stack([np.ones(8), z_all])
root_w = np.sqrt(w_all)
fit = np.linalg.lstsq(basis * root_w[:, None], own_strain * root_w,
                      rcond=None)[0]
film_strain = fit[0] + fit[1] * (0.5 + ratio / 2) + strain
stress_bilayer = M_film * film_strain
curvature_bilayer = -fit[1] / h_sub
loss = 1 - stress_bilayer / stress
loss_formula = 4 * M_film * h_film / (M_sub * h_sub)
curvature = 6 * stress * h_film / (M_sub * h_sub**2)
# tolerances cover the next order in the thickness ratio
assert abs(loss / loss_formula - 1) < 0.02
assert abs(curvature_bilayer / curvature - 1) < 0.01

# Slopes of stress with temperature, with constant and with softening modulus
soften = 1.0e-4


def slope(stress_function, T, step=0.1):
    return (stress_function(T + step) - stress_function(T - step)) / (2 * step)


def stress_constant(T):
    return M_film * mismatch(T)


def stress_soft(T):
    return M_film * (1 - soften * (T - T_room)) * mismatch(T)


slope_650 = slope(stress_constant, 650.0)
expected_650 = -M_film * (alpha_film(650.0) - alpha_sub(650.0))
slope_room = slope(stress_constant, T_room)
slope_soft = slope(stress_soft, T_room)
assert abs(slope_650 / expected_650 - 1) < 1e-5
assert abs(slope_room) < 1e-4 * abs(slope_650)
assert abs(slope_soft / (-soften * stress) - 1) < 1e-3

# Short-interval quadratic law
kappa = slope(lambda T: alpha_film(T) - alpha_sub(T), T_room)
short = mismatch(T_room, T_room + 1.0)
assert abs(short / (kappa / 2) - 1) < 0.01
strain_quadratic = kappa * (T_bond - T_room)**2 / 2
assert abs(strain_quadratic / strain - 1) > 0.1

# Converse: unequal room coefficients but zero final stress
A_zero = (A_film * einstein_integral(T_room, T_bond, theta_film)
          / einstein_integral(T_room, T_bond, theta_sub))
alpha_zero = A_zero * einstein_shape(T_room, theta_sub)
residual = quad(lambda T: alpha_film(T) - A_zero * einstein_shape(T, theta_sub),
                T_room, T_bond, epsabs=1e-14)[0]
T_grid = np.linspace(T_room, T_bond, 1401)
stress_path = M_film * mismatch(T_grid, amp_sub=A_zero)
peak = np.argmax(np.abs(stress_path))
assert abs(residual) < 1e-11 and abs(alpha_zero - alpha_room) > 5e-7
assert abs(stress_path[peak]) > 1e7

# Sizes of neglected effects, from rough inputs
c11, c12, c44 = 280e9, 155e9, 155e9
M_001 = biaxial_modulus(c11, c12, c44, (0, 0, 1))
M_111 = biaxial_modulus(c11, c12, c44, (1, 1, 1))
anharm = 1.0e-4
extra_film = quad(lambda T: anharm * (T - T_room) * alpha_film(T),
                  T_room, T_bond)[0]
extra_sub = quad(lambda T: anharm * (T - T_room) * alpha_sub(T),
                 T_room, T_bond)[0]
T_relaxed = 900.0
stress_relaxed = M_film * mismatch(T_room, T_relaxed)
path_rule = quad(lambda T: M_film * (1 - soften * (T - T_room))
                 * (alpha_film(T) - alpha_sub(T)), T_room, T_bond)[0]
toughness = 8.0
release = 2 * stress**2 * h_film * (1 - nu_film**2) / E_film
h_crack = h_film * toughness / release

MPa = 1e6
print(f"Room and bonding temperature: {T_room:.0f}, {T_bond:.0f} K")
print(f"Einstein temperature film, substrate: {theta_film:.0f}, {theta_sub:.0f} K")
print(f"Amplitude A film, substrate: {A_film*1e6:.3f}, {A_sub*1e6:.3f} ppm/K")
print(f"Film E: {E_film/1e9:.0f} GPa; Poisson ratio: {nu_film:.2f}")
print(f"Biaxial modulus film, substrate: {M_film/1e9:.1f}, {M_sub/1e9:.0f} GPa")
print(f"Thickness film: {h_film*1e9:.0f} nm; substrate: {h_sub*1e3:.1f} mm")
print("T (K) | alpha film | alpha substrate (ppm/K) | film stress (MPa)")
for T in (1000.0, 800.0, 650.0, 600.0, 400.0, 300.0):
    print(f"{T:.0f} | {alpha_film(T)*1e6:.3f} | {alpha_sub(T)*1e6:.3f} | "
          f"{stress_constant(T)/MPa:.1f}")
print(f"Free contraction integral, film: "
      f"{A_film*einstein_integral(T_room, T_bond, theta_film)*1e3:.4f} e-3")
print(f"Free contraction integral, substrate: "
      f"{A_sub*einstein_integral(T_room, T_bond, theta_sub)*1e3:.4f} e-3")
print(f"Mismatch strain, closed form: {strain*1e3:.4f} e-3")
print(f"Mismatch strain, quadrature: {strain_quad*1e3:.4f} e-3")
print(f"Log strain, stepwise cooling: {np.log(stretch)*1e3:.4f} e-3")
print(f"Mean coefficient difference: {strain/(T_bond-T_room)*1e6:.3f} ppm/K")
print(f"Final film stress: {stress/MPa:.1f} MPa = {stress/1e9:.4f} GPa")
print(f"Stress share from last 100 K: {100*(1-mismatch(400.0)/strain):.2f} %")
print(f"Stress slope at 650 K: {slope_650/MPa:.4f} MPa/K")
print(f"Stress slope at 300 K, constant M: {abs(slope_room)/MPa:.4f} MPa/K (size)")
print(f"Slope kappa of coefficient difference: {kappa*1e9:.3f} e-9 /K^2")
print(f"Quadratic-law strain for full interval: {strain_quadratic*1e3:.3f} e-3")
print(f"Quadratic-law ratio for 1 K interval: {short/(kappa/2):.4f}")
print(f"Converse: substrate alpha at 300 K: {alpha_zero*1e6:.3f} ppm/K")
print(f"Converse: final stress size: {abs(M_film*residual)/MPa:.4f} MPa")
print(f"Converse: peak stress {stress_path[peak]/MPa:.1f} MPa at {T_grid[peak]:.0f} K")
print(f"Bilayer film stress: {stress_bilayer/MPa:.1f} MPa")
print(f"Finite-substrate loss, energy and formula: {loss*100:.3f}, "
      f"{loss_formula*100:.3f} %")
print(f"Curvature, energy and formula: {curvature_bilayer:.5f}, {curvature:.5f} 1/m")
print(f"Radius of curvature: {1/curvature:.1f} m")
print(f"Rough cubic c11, c12, c44: {c11/1e9:.0f}, {c12/1e9:.0f}, {c44/1e9:.0f} GPa")
print(f"Anisotropic M (001), (111): {M_001/1e9:.1f}, {M_111/1e9:.1f} GPa")
print(f"Stress for (001), (111) film: {M_001*strain/MPa:.1f}, "
      f"{M_111*strain/MPa:.1f} MPa")
print(f"Rough anharmonic rise of alpha: {anharm*1e4:.1f} e-4 /K")
print(f"Added stress, rise in film only: {M_film*extra_film/MPa:.1f} MPa")
print(f"Added stress, rise in both: {M_film*(extra_film-extra_sub)/MPa:.1f} MPa")
print(f"Stress if relaxed down to {T_relaxed:.0f} K: {stress_relaxed/MPa:.1f} MPa")
print(f"Rough modulus softening: {soften*1e4:.1f} e-4 /K")
print(f"Incorrect path-weighted modulus result: {path_rule/MPa:.1f} MPa")
print(f"Stress slope at 300 K with softening: {slope_soft/MPa:.4f} MPa/K")
print(f"Finite-strain correction: {100*((stretch-1)/strain-1):.3f} %")
print(f"Channel-crack energy release (factor 2): {release:.3f} J/m^2")
print(f"Rough toughness: {toughness:.0f} J/m^2; "
      f"cracking thickness: {h_crack*1e6:.1f} um")
print("PASS")
```

It prints:

```
Room and bonding temperature: 300, 1000 K
Einstein temperature film, substrate: 700, 500 K
Amplitude A film, substrate: 9.267, 7.524 ppm/K
Film E: 270 GPa; Poisson ratio: 0.27
Biaxial modulus film, substrate: 369.9, 300 GPa
Thickness film: 200 nm; substrate: 0.5 mm
T (K) | alpha film | alpha substrate (ppm/K) | film stress (MPa)
1000 | 8.898 | 7.369 | 0.0
800 | 8.698 | 7.284 | 109.3
650 | 8.421 | 7.164 | 183.8
600 | 8.284 | 7.103 | 206.4
400 | 7.225 | 6.616 | 276.0
300 | 6.000 | 6.000 | 288.3
Free contraction integral, film: 5.7025 e-3
Free contraction integral, substrate: 4.9231 e-3
Mismatch strain, closed form: 0.7794 e-3
Mismatch strain, quadrature: 0.7794 e-3
Log strain, stepwise cooling: 0.7794 e-3
Mean coefficient difference: 1.113 ppm/K
Final film stress: 288.3 MPa = 0.2883 GPa
Stress share from last 100 K: 4.25 %
Stress slope at 650 K: -0.4651 MPa/K
Stress slope at 300 K, constant M: 0.0000 MPa/K (size)
Slope kappa of coefficient difference: 7.832 e-9 /K^2
Quadratic-law strain for full interval: 1.919 e-3
Quadratic-law ratio for 1 K interval: 0.9983
Converse: substrate alpha at 300 K: 6.950 ppm/K
Converse: final stress size: 0.0000 MPa
Converse: peak stress 36.5 MPa at 565 K
Bilayer film stress: 287.7 MPa
Finite-substrate loss, energy and formula: 0.197, 0.197 %
Curvature, energy and formula: 0.00460, 0.00461 1/m
Radius of curvature: 216.8 m
Rough cubic c11, c12, c44: 280, 155, 155 GPa
Anisotropic M (001), (111): 263.4, 453.5 GPa
Stress for (001), (111) film: 205.3, 353.4 MPa
Rough anharmonic rise of alpha: 1.0 e-4 /K
Added stress, rise in film only: 77.4 MPa
Added stress, rise in both: 12.0 MPa
Stress if relaxed down to 900 K: 232.6 MPa
Rough modulus softening: 1.0 e-4 /K
Incorrect path-weighted modulus result: 276.2 MPa
Stress slope at 300 K with softening: -0.0288 MPa/K
Finite-strain correction: 0.039 %
Channel-crack energy release (factor 2): 0.114 J/m^2
Rough toughness: 8 J/m^2; cracking thickness: 14.0 um
PASS
```
